# Activationless intersystem crossing from the Marcus golden-rule rate

## Question

An aromatic chromophore in a photoresist film is excited to a singlet S, which can cross to a triplet T. Each state has harmonic potential energy in the nuclear coordinates, with the same frequencies $\omega_j$ in both. Each coordinate $x_j$ is scaled so that S has its minimum at $x_j=0$ and T at $x_j=1$:

$$E_S=\sum_j\lambda_jx_j^2,\qquad E_T=\Delta E+\sum_j\lambda_j(x_j-1)^2,\qquad \lambda=\sum_j\lambda_j .$$

Here $\Delta E$ is the energy of the T minimum minus that of the S minimum, and $\lambda$ is the reorganization energy. The spin-orbit matrix elements $V_m$ to the three triplet sublevels do not depend on the nuclear positions. Define $V^2=\sum_m|V_m|^2$ and neglect the splitting of the sublevels. The nuclei in S are in thermal equilibrium at temperature $T$.

**(a)** Find the vertical gap $U=E_T-E_S$ and the lowest energy on S at which the surfaces cross. When is the crossing activationless?

**(b)** Starting from first-order perturbation theory, express the crossing rate $k$ through the thermal average $\langle\delta(U)\rangle$ for slow nuclei. State the conditions.

**(c)** Evaluate the average for classical nuclei.

**(d)** Calculate $k$ for activationless crossing with $V=1\ \mathrm{cm^{-1}}$, $\lambda=0.30$ eV and $T=300$ K.

**(e)** With $V$, $\lambda$ and $T$ fixed, discuss singlet-triplet gaps $-\Delta E$ of 0.1, 0.5 and 0.9 eV. How does the activationless rate depend on temperature?

**(f)** Now let 0.2 eV of $\lambda$ belong to a stretching mode with quantum $\hbar\omega=0.17$ eV. Correct the result of (d), keeping $\Delta E$ and the total $\lambda$ fixed.

**(g)** Assess the result for a real resist film.

## Model answers

### (a) Gap and barrier

Since $(x_j-1)^2-x_j^2=1-2x_j$,

$$U=\Delta E+\lambda-2\sum_j\lambda_jx_j .$$

On the crossing surface $U=0$, so $\sum_j\lambda_jx_j=(\Delta E+\lambda)/2$. Minimizing $E_S$ under this constraint with a multiplier $\mu$ gives $2\lambda_jx_j=\mu\lambda_j$. All $x_j$ therefore have one common value $x^*$, and the constraint fixes $x^*=(\Delta E+\lambda)/(2\lambda)$. Because $E_S$ is convex and the constraint linear, this is the minimum:

$$E^\ddagger=\lambda x^{*2}=\frac{(\Delta E+\lambda)^2}{4\lambda}.$$

The barrier vanishes when $\Delta E=-\lambda$. The triplet surface then cuts the singlet surface at the singlet minimum. This is a condition on the gap, which $V$ and $\lambda$ alone do not guarantee.

### (b) From the golden rule to the gap density

Let $|n\rangle$ be a vibrational state of S with energy $E_n$, and $|f\rangle$ one of T with energy $E_f$. The matrix element is $M=V_m\langle f|n\rangle$, since $V_m$ is independent of position. With $\Omega=(E_f-E_n)/\hbar$, the first-order amplitude and its square are

$$c_f=-\frac{i}{\hbar}M\int_0^t e^{i\Omega t'}dt',\qquad |c_f|^2=\frac{|M|^2}{\hbar^2}\,\frac{\sin^2(\Omega t/2)}{(\Omega/2)^2}.$$

As a function of $\Omega$, the last fraction has area $2\pi t$ and a width of order $1/t$. When it is narrow compared with the structure of the final spectrum, it acts as $2\pi t\,\delta(\Omega)=2\pi\hbar t\,\delta(E_f-E_n)$. Dividing by $t$, summing over final states and sublevels, and averaging with thermal populations $P_n$ gives

$$k=\frac{2\pi}{\hbar}V^2\sum_{n,f}P_n|\langle f|n\rangle|^2\delta(E_f-E_n).$$

This requires a time $t$ that is long enough for the narrowing but short compared with $1/k$.

Now insert $\delta(E)=(2\pi\hbar)^{-1}\int_{-\infty}^{\infty}e^{-iEt/\hbar}dt$. With $h_S$ and $h_T$ the nuclear Hamiltonians, completeness of the states $|f\rangle$ gives

$$k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}\langle F(t)\rangle\,dt,\qquad F(t)=e^{ih_St/\hbar}e^{-ih_Tt/\hbar}.$$

The kinetic energies are equal, so $h_T-h_S=U$. Differentiation gives

$$\frac{dF}{dt}=-\frac{i}{\hbar}\,U(t)F(t),\qquad U(t)=e^{ih_St/\hbar}Ue^{-ih_St/\hbar}.$$

If the nuclei hardly move while $\langle F\rangle$ decays, $U(t)\approx U$ and $F\approx e^{-iUt/\hbar}$. The time integral then yields $2\pi\hbar\,\delta(U)$, and

$$k=\frac{2\pi}{\hbar}V^2\langle\delta(U)\rangle .$$

Crossing takes place at nuclear positions where the two electronic energies coincide. A single undamped mode would make $\langle F\rangle$ revive after each period. The result therefore also assumes many modes, or damping, so that the revivals are lost and the final levels merge into a continuum.

### (c) The classical average

For $\hbar\omega_j\ll k_BT$ the positions follow the Boltzmann weight $\exp(-\lambda_jx_j^2/k_BT)$. Hence $\langle x_j\rangle=0$ and $\langle x_j^2\rangle=k_BT/(2\lambda_j)$. The gap is a constant plus a sum of independent Gaussian variables, so it is Gaussian with mean $\Delta E+\lambda$ and variance

$$\sigma^2=\sum_j4\lambda_j^2\,\frac{k_BT}{2\lambda_j}=2\lambda k_BT .$$

Its density at $U=0$ is $(2\pi\sigma^2)^{-1/2}\exp[-(\Delta E+\lambda)^2/2\sigma^2]$. This gives the Marcus rate,

$$k=\frac{2\pi}{\hbar}\frac{V^2}{\sqrt{4\pi\lambda k_BT}}\exp\!\left[-\frac{(\Delta E+\lambda)^2}{4\lambda k_BT}\right].$$

The exponent is $-E^\ddagger/k_BT$, with the barrier from (a).

The formula was tested against explicit thermal sums of quantum overlaps for one mode of quantum 0.005 eV, with the lines averaged over one quantum. For $\lambda=0.3$ eV, gaps of 0.1, 0.3 and 0.6 eV, and temperatures of 300 and 400 K, the largest deviation was 1.2 % of the Marcus rate.

### (d) The number

Activationless crossing means $\Delta E=-0.30$ eV, and the exponential is 1. The coupling is $V=1.2398\times10^{-4}$ eV, so $V^2=1.5372\times10^{-8}\ \mathrm{eV^2}$. With $\hbar=6.5821\times10^{-16}$ eV s,

$$\frac{2\pi V^2}{\hbar}=1.467\times10^{8}\ \mathrm{eV\,s^{-1}}.$$

With $k_BT=0.025852$ eV, the gap density is

$$\frac{1}{\sqrt{4\pi\lambda k_BT}}=\frac{1}{\sqrt{0.09746\ \mathrm{eV^2}}}=3.203\ \mathrm{eV^{-1}}.$$

The product is

$$k=4.7\times10^{8}\ \mathrm{s^{-1}},\qquad 1/k=2.1\ \mathrm{ns}.$$

The convention for $V$ matters. If each of the three sublevels had a coupling of $1\ \mathrm{cm^{-1}}$, $V^2$ would be three times larger and the rate would be $1.4\times10^9\ \mathrm{s^{-1}}$.

The conditions of (b) can now be examined. The gap spread is $\sigma=0.1245$ eV, so $\langle F\rangle$ decays in about $\hbar/\sigma=5.3$ fs. A mode of quantum 0.01 eV moves on the scale $\hbar/(0.01\ \mathrm{eV})=66$ fs and is slow enough for activationless crossing. Deep in the inverted region the demand is stricter: at a gap of 0.9 eV, modes of this quantum already make the rate about 1.6 times the classical value. This decay is also far shorter than $1/k$, since $\hbar k\approx3\times10^{-7}$ eV is tiny beside $\sigma$. Whether S stays in thermal equilibrium during the crossing is a separate condition, examined in (g).

### (e) Other gaps and temperatures

| Gap (eV) | Barrier (eV) | $k$ (s$^{-1}$) |
|---|---|---|
| 0.1 | 0.033 | $1.3\times10^8$ |
| 0.5 | 0.033 | $1.3\times10^8$ |
| 0.9 | 0.300 | $4.3\times10^3$ |

The first two rates agree because both gaps miss $\lambda$ by 0.2 eV and the barrier is quadratic in the mismatch. Beyond a gap of 0.3 eV the classical rate falls as more energy is released: this is the inverted region.

At $\Delta E=-\lambda$ the temperature enters through $T^{-1/2}$ alone. Heating broadens the gap distribution and lowers its central density. The rate falls from $4.70\times10^8\ \mathrm{s^{-1}}$ at 300 K to $4.07\times10^8\ \mathrm{s^{-1}}$ at 400 K, a factor $\sqrt{300/400}=0.87$.

### (f) A fast stretching mode

The quantum of 0.17 eV is far above $k_BT$, so the stretch starts in its ground state $|0_S\rangle$. Let $\lambda_f=0.2$ eV be its share of $\lambda$, and $s=\lambda_f/\hbar\omega=1.18$. The lowering operators of the displaced and undisplaced oscillators are related by $a_T=a_S-\sqrt{s}$, so $a_T|0_S\rangle=-\sqrt{s}\,|0_S\rangle$. Expanding $|0_S\rangle=\sum_nc_n|n_T\rangle$ gives

$$\sqrt{n+1}\,c_{n+1}=-\sqrt{s}\,c_n\quad\Rightarrow\quad c_n=c_0\frac{(-\sqrt{s})^n}{\sqrt{n!}} .$$

Normalization requires $|c_0|^2e^{s}=1$, hence $|c_n|^2=e^{-s}s^n/n!$. Leaving $n$ quanta in the stretch raises the final energy by $n\hbar\omega$. The remaining modes are classical with $\lambda_s=\lambda-\lambda_f=0.1$ eV, so

$$k=\frac{2\pi}{\hbar}\frac{V^2}{\sqrt{4\pi\lambda_sk_BT}}\sum_n\frac{e^{-s}s^n}{n!}\exp\!\left[-\frac{(\Delta E+\lambda_s+n\hbar\omega)^2}{4\lambda_sk_BT}\right].$$

For $n=0,1,2$ the mismatches are $-0.20$, $-0.03$ and $+0.14$ eV. The terms of the sum are 0.006, 0.333 and 0.032, and later ones are negligible. The prefactor exceeds that of (d) by $\sqrt{0.3/0.1}=\sqrt3$, so the rate changes by the factor $\sqrt3\times0.371=0.64$, to $3.0\times10^8\ \mathrm{s^{-1}}$. With 0.1 eV in the stretch instead, the factor is 0.74.

The correction is far larger deep in the inverted region. For a gap of 0.9 eV and $\lambda_f=0.1$ eV, the $n=4$ term has a mismatch of only $-0.9+0.2+0.68=-0.02$ eV. Its Poisson weight is about $3\times10^{-3}$, whereas the classical Boltzmann factor is $9\times10^{-6}$. The $n=3$ term, with weight 0.019 and mismatch $-0.19$ eV, contributes slightly more, and the full sum gives $3.6\times10^6\ \mathrm{s^{-1}}$, about 850 times the classical rate. The last row of the table in (e) is therefore unreliable for a molecule with such a mode. The other rows change less, but they no longer agree: with $\lambda_f=0.2$ eV the rates are $2.7\times10^8\ \mathrm{s^{-1}}$ for a gap of 0.1 eV and $1.5\times10^8\ \mathrm{s^{-1}}$ for 0.5 eV.

The temperature dependence changes too. At $\Delta E=-\lambda$ with $\lambda_f=0.2$ eV, the terms with a sizeable mismatch grow on heating and partly offset the factor $T^{-1/2}$. From 300 to 400 K the rate then falls by only about 5 %, instead of 13 %.

### (g) A real resist film

The parameters are round values; no particular molecule or resist is meant. In a planar aromatic hydrocarbon a coupling near $1\ \mathrm{cm^{-1}}$ is reached only for some pairs of states; for many pairs it vanishes by symmetry at the planar geometry, and vibrations then supply all of it. Aromatic carbonyl compounds can reach tens of $\mathrm{cm^{-1}}$, but only between $n\pi^*$ and $\pi\pi^*$ states. A gap of 0.3 eV is small for the lowest singlet and triplet of an aromatic hydrocarbon, where roughly 1 eV is more typical; it better suits crossing to a higher triplet. Real chromophores violate the assumption that all modes are slow, because carbon-carbon stretches carry part of $\lambda$. Their spin-orbit coupling can also vary with the nuclear positions, which the model neglects. At a gap of 0.3 eV, the two divisions in (f) lower the rate by 26 to 36 %; at 0.1 eV they raise it.

A film also has static disorder. A Gaussian spread of 0.05 eV in $\Delta E$ adds its variance to $\sigma^2$. For slow modes and a mean gap of 0.3 eV, the mean rate falls by the factor $\sqrt{0.0155/(0.0155+0.0025)}=0.93$. At mean gaps of 0.1 or 0.5 eV, still for slow modes, the same spread raises it by about 11 %, because some sites come closer to activationless crossing. A fast stretch alters these factors: with $\lambda_f=0.2$ eV and a mean gap of 0.1 eV, the spread lowers the mean rate by about 10 %. This mean is the initial rate of a non-exponential decay, since each site has its own $k$.

Thermal equilibrium in S must be restored faster than crossing depletes it. For a rough nuclear relaxation time $\tau=10$ ps, $k\tau=0.005$, which is safe. At $10\ \mathrm{cm^{-1}}$ the formula would give a rate 100 times larger and $k\tau\approx0.5$, so a single equilibrium rate would no longer be justified. Motions frozen for longer than $1/k$ act as static disorder instead.

Return to S is negligible on the nanosecond scale of the crossing, though it could matter if this triplet lived for milliseconds. A higher triplet would normally relax to a lower one long before that. Reversing the sign of $\Delta E$ in the Marcus formula changes the rate by $e^{\Delta E/k_BT}=9.1\times10^{-6}$. Averaging over three equally populated sublevels divides by three, which leaves $1.4\times10^3\ \mathrm{s^{-1}}$.

To sensitize through its triplet, the chromophore must first cross before the singlet decays in other ways. For a rough competing rate of $2\times10^8\ \mathrm{s^{-1}}$, the rate of (d) gives a triplet yield of $4.7/(4.7+2.0)\approx0.7$. With 0.2 eV of $\lambda$ in the stretch, the yield is about 0.6. For this assumed competing rate, crossing is the main fate of the singlet but not the only one; a competing rate above $k$ would reverse that.

## Values computed for the example and the checks

```
coupling V = 1.0 cm^-1 = 1.23984e-04 eV
reorganization energy = 0.30 eV, dE = -0.30 eV
temperature = 300 K, kT = 0.025852 eV
hbar = 6.58212e-16 eV s
V^2 = 1.53721e-08 eV^2
2 pi V^2/hbar = 1.46739e+08 eV/s
4 pi lam kT = 0.097460 eV^2
gap density at zero = 3.2032 1/eV
activationless rate k = 4.7004e+08 1/s
time constant 1/k = 2.127 ns
gap spread sigma: formula 0.1245 eV, sampled 0.1246 eV
dephasing time hbar/sigma = 5.28 fs
ladder test: exact/golden decay = 1.0054
largest quantum-sum deviation, 0.005 eV mode = 1.19 %
1 cm^-1 to each of three sublevels: k = 1.410e+09 1/s
all modes at 0.01 eV: k = 4.675e+08 1/s, ratio 0.995
all modes at 0.05 eV: k = 4.133e+08 1/s, ratio 0.879
fast stretch quantum = 0.17 eV
0.1 eV of lam in stretch: k = 3.489e+08 1/s, ratio 0.742
0.2 eV of lam in stretch: k = 3.021e+08 1/s, ratio 0.643
S-T gap 0.1 eV: barrier 0.0333 eV, k = 1.295e+08 1/s
S-T gap 0.5 eV: barrier 0.0333 eV, k = 1.295e+08 1/s
S-T gap 0.9 eV: barrier 0.3000 eV, k = 4.289e+03 1/s
static disorder 0.05 eV: mean k = 4.362e+08 1/s, ratio 0.928
at 296 K: k = 4.732e+08 1/s
at 400 K: k = 4.071e+08 1/s
return/forward ratio before sublevel average = 9.125e-06
return rate, three equilibrated sublevels = 1.430e+03 1/s
nuclear relaxation time (rough) = 10 ps, k*tau = 0.0047
other singlet decay (rough) = 2.0e+08 1/s
triplet yield = 0.702
```
